Weakest-link area scaling of Weibull lifetimes in interlayer dielectrics, part 1

(Sections cited here and not found follow in the second part.)

PART 1. FROM SEGMENTS TO THE AREA LAW

1.1 The decision that depends on the result

To project the life of a chip from breakdown data on a small comb structure, one multiplies the measured characteristic life by a power of the area ratio. Two choices must be made before that line of the calculation can be written: which area enters the ratio, and which Weibull shape sets the exponent. When the ratio is large, a modest error in the exponent becomes a large error in the life.

The rule derived here is

η(A₂) = η(A₁) (A₂/A₁)^(−1/β).   (1)

Here η is the characteristic life, A is the stressed dielectric area and β is the Weibull shape of a single segment of dielectric. The rule holds when the structure consists of independent, identical segments with Weibull lifetimes and fails at the first breakdown of any segment. Part 1 derives it. Part 2 applies it and examines what happens when an assumption is dropped, including a case in which the slope of the measured Weibull plot is the wrong value of β to use.

1.2 Area, failure and stress conditions

For a dielectric between parallel metal lines in the same layer, the field runs from the sidewall of one line to the sidewall of its neighbour. If breakdown is equally likely at every height, the relevant area is the facing sidewall area,

A = L h,

where L is the total length over which lines face each other and h is the line height. The footprint of the chip does not enter. If two structures have the same line height, the area ratio equals the ratio of facing lengths. If breakdown runs only along the interface at the top of the lines, the risk follows the length L and does not grow with h. The ratio of facing lengths then takes the place of the area ratio, even when the line heights differ.

The structure is divided into N segments, each of area a:

A = N a.

A segment is a piece of the gap between lines, including all the dielectric and the interfaces through which it can break down. Four assumptions are made about the segments.

First, a breakdown in any one segment counts as failure of the structure. A circuit that tolerates a failed segment needs a different calculation.

Second, the segments are independent: knowing that one segment has survived to time t does not change the survival probability of another. This requires segments larger than the distance over which the breakdown process is correlated.

Third, the segments are identical in the statistical sense. Their lifetimes differ from one another, but they are drawn from the same distribution. This requires the same material, line spacing, electric field and temperature throughout, and the same values in the two structures being compared. Equation (1) corrects for area alone. A change of field or temperature needs its own correction.

Fourth, the lifetime of a segment follows a Weibull distribution. This is an assumption about the dielectric. It does not follow from the first three.

1.3 The lifetime distribution of one segment

Let T be a random lifetime, and let t be a particular time after the start of stress. The survival function S(t) is the probability that T exceeds t. The failed fraction is

F(t) = 1 − S(t).

For one segment the Weibull survival function is

S_a(t) = exp[−(t/η_a)^β],   t ≥ 0,   (2)

with η_a > 0 and β > 0. The subscript a refers to the segment area. At t = η_a the bracket (t/η_a)^β equals 1 for every β, so

S_a(η_a) = exp(−1),   F_a(η_a) = 1 − 1/e.

The characteristic life is thus the time by which a fraction 1 − 1/e, about 63.2 %, has failed. It is longer than the median, and it equals the mean only for β = 1.

The shape β describes how the risk of failure changes with time. Define the cumulative hazard

H(t) = −ln S(t).   (3)

For the segment it is

H_a(t) = (t/η_a)^β.   (4)

Its time derivative is the hazard rate, the probability of failure per unit time for a segment that has survived so far:

r_a(t) = dH_a/dt = (β/η_a)(t/η_a)^(β−1).   (5)

To see that the derivative of H has this meaning, note that the probability of failing between t and t + dt is −(dS/dt) dt. Dividing by the probability S of having survived to t gives −(dS/dt)/S dt = −(d ln S/dt) dt = (dH/dt) dt.

For β > 1 the hazard rate rises with time, as in a material that accumulates damage. For β = 1 it is constant. For β < 1 it falls, because the weaker members of the population fail first or because the risk to each member declines. The distribution by itself does not tell these two explanations apart.

1.4 The first failure among N segments

Number the segments from 1 to N and let T_i be the lifetime of segment i. The structure fails when its first segment fails, so its lifetime is

T = min(T₁, T₂, …, T_N).

The smallest of N numbers exceeds t when all N numbers exceed t, and not otherwise. Therefore

S_N(t) = P(T₁ > t and T₂ > t and … and T_N > t),

where P denotes a probability. Independence turns the probability of the joint event into a product:

S_N(t) = P(T₁ > t) P(T₂ > t) … P(T_N > t).

Because the segments are identical, each factor equals S_a(t). Hence

S_N(t) = [S_a(t)]^N.   (6)

This is the weakest-link relation. It has not yet used the Weibull form.

The same result follows from counting failures. At time t each segment has failed with probability F_a and survived with probability 1 − F_a. The probability that k particular segments have failed and the other N − k have survived is F_a^k (1 − F_a)^(N−k). There are C(N,k) = N!/[k!(N−k)!] ways to choose the k segments. The structure has failed if k is at least 1, so

F_N = Σ C(N,k) F_a^k (1 − F_a)^(N−k),   k = 1, …, N.   (7)

If the term k = 0 were included, the sum would be [F_a + (1 − F_a)]^N = 1 by the binomial theorem. The missing term is (1 − F_a)^N. Therefore

F_N = 1 − (1 − F_a)^N = 1 − S_a^N,

which agrees with equation (6). The sum (7) is useful as a check because it can be evaluated numerically without using the area law.

In terms of the cumulative hazard, the weakest-link relation becomes additive. Taking the negative logarithm of equation (6) gives

H_N(t) = −ln{[S_a(t)]^N} = −N ln S_a(t) = N H_a(t).   (8)

Each segment contributes an equal share of risk. The differentiated relation r_N = N r_a says that, at the same age, a structure with twice the area has twice the hazard rate.

1.5 Inserting the Weibull form

Substitute equation (4) into equation (8):

H_N(t) = N (t/η_a)^β.

To compare this with a Weibull distribution, the factor N must be moved inside the power. Since β is positive, N can be written as [N^(1/β)]^β. Then

H_N(t) = [N^(1/β)]^β (t/η_a)^β
= [N^(1/β) t/η_a]^β
= [t/(η_a N^(−1/β))]^β.

The survival function of the whole structure is consequently

S_N(t) = exp[−(t/η_N)^β],   (9)

with

η_N = η_a N^(−1/β).   (10)

The structure has a Weibull lifetime with the same shape β as the segment and a shorter characteristic life if N > 1. No approximation for large N or small failed fraction has been made.

The exponent has a direct explanation. The characteristic life is reached when the cumulative hazard equals 1. Multiplying the area by N multiplies the cumulative hazard at a given time by N. To bring it back to 1, the time must be reduced until t^β has fallen by a factor N, which means that t has fallen by a factor N^(1/β).

1.6 Why the life is not simply divided by the area

The hazard rate is proportional to the area, yet the life is in general not inversely proportional to it. The hazard rate also depends on age. For β > 1 a larger structure fails at an earlier age, when the hazard rate of each segment is still lower. This partly offsets the larger number of segments, and the life falls more slowly than 1/A.

For β = 1 the hazard rate does not depend on age, there is no offset, and equation (10) gives η_N = η_a/N. For β < 1 the earlier age carries a higher hazard rate per segment, and the life falls faster than 1/A.

The limit of large β is also instructive. At fixed N,

N^(−1/β) = exp[−(ln N)/β] → 1 as β → ∞.

All segments then fail at nearly the same time, so adding more of them hardly changes the time of the first failure. A small β means a wide spread of lifetimes and a strong dependence on area. Area scaling measures this spread: a larger sample reaches further into the early part of the same distribution.

1.7 Two areas, and the choice of segment

Consider two structures with N₁ and N₂ segments of the same kind. Equation (10) gives

η₁ = η_a N₁^(−1/β),   η₂ = η_a N₂^(−1/β).

Divide the second by the first. The factor η_a cancels:

η₂/η₁ = (N₂/N₁)^(−1/β).

Since A₁ = N₁ a and A₂ = N₂ a, the segment area also cancels from N₂/N₁ = A₂/A₁. This leaves equation (1). Neither the size nor the characteristic life of a segment need be known.

The ratio A₂/A₁ need not be an integer. Structures of two and five segments have an area ratio of 2.5, and for β = 1.6 their life ratio is

2.5^(−0.625) = 0.564.

The same value is found by solving the binomial sum (7) separately for two and for five segments.

The choice of segment is consistent in a further sense. Suppose that a segment is itself made of m smaller independent and identical pieces. If S_s is the survival function of one piece, equation (6) requires S_s^m = S_a. Taking the positive m-th root gives

S_s(t) = [S_a(t)]^(1/m) = exp[−(1/m)(t/η_a)^β] = exp{−[t/(η_a m^(1/β))]^β}.

The smaller piece is again Weibull with the same β, and its characteristic life is longer by m^(1/β). This is what equation (10) gives when read from the larger piece to the smaller one. The Weibull form thus survives both joining and division.

The division cannot be continued without limit in a real dielectric. Pieces smaller than the correlation distance of the breakdown process are not independent. This does not matter for structures containing many independent segments. If an area is rounded to a whole number of segments, it changes by less than one segment, or by a relative amount below a/A. For a/A ≪ 1, the relative change in η is then at most a/(βA) to first order in a/A, as follows by differentiating ln η = constant − (1/β) ln A.

1.8 What happens to a Weibull plot

Failure data are often drawn with ln t on the horizontal axis and

W = ln[−ln(1 − F)]   (11)

on the vertical axis. Since −ln(1 − F) is the cumulative hazard, W = ln H. For a structure with characteristic life η,

W = ln[(t/η)^β] = β ln t − β ln η.   (12)

This is a straight line of slope β. It crosses W = 0 at t = η. For two areas at the same time, equation (8) gives H₂/H₁ = A₂/A₁, and therefore

W₂(t) − W₁(t) = ln(A₂/A₁).   (13)

The line for the larger area is raised by the logarithm of the area ratio, with no change of slope. At the same W, the horizontal displacement is the vertical one divided by the slope, with the opposite sign:

ln t₂ − ln t₁ = −(1/β) ln(A₂/A₁).   (14)

The vertical shift in equation (13) follows from independence and identical segments, without the Weibull form. The derivation of the constant horizontal shift in equation (14) also uses the straight line.

1.9 Percentiles and mean life

Let t_p be the time by which a fraction p has failed, with 0 < p < 1. Setting the survival function equal to 1 − p gives

exp[−(t_p/η)^β] = 1 − p.

Take the logarithm and change the sign:

(t_p/η)^β = −ln(1 − p).

Both sides are positive, so the power 1/β may be taken:

t_p = η [−ln(1 − p)]^(1/β).   (15)

The factor multiplying η depends on p and β but not on area. Every percentile consequently scales with area in the same way as η.

The mean life does so too. A nonnegative lifetime is the integral over t of a quantity that equals 1 while T > t and 0 afterwards. Averaging that quantity gives S(t), so the mean life M is

M = ∫₀^∞ S(t) dt = ∫₀^∞ exp[−(t/η)^β] dt.

Set u = (t/η)^β. Then t = η u^(1/β) and dt = (η/β) u^(1/β−1) du. The limits remain 0 and ∞, so

M = (η/β) ∫₀^∞ u^(1/β−1) exp(−u) du
= (η/β) Γ(1/β)
= η Γ(1 + 1/β).   (16)

The integral is the definition of the gamma function Γ(1/β), and the last step uses xΓ(x) = Γ(1 + x) with x = 1/β. The factor Γ(1 + 1/β) is again independent of area. One area factor therefore serves for the characteristic life, the mean and every percentile.


PART 2. USING THE LAW AND RECOGNIZING ITS LIMITS

2.1 Symbols and results carried over

A structure of facing sidewall area A contains N = A/a segments of area a. Its survival function is S, its failed fraction is F = 1 − S, and its cumulative hazard is H = −ln S. The characteristic life η is the time at which H = 1, and β is the Weibull shape of one segment. The subscript a refers to a segment and N to a structure of N segments.

For independent, identical segments and failure at the first breakdown,

S_N(t) = [S_a(t)]^N,   H_N(t) = N H_a(t).

If the segments are Weibull, with H_a(t) = (t/η_a)^β, the structure is Weibull with the same β and

η_N = η_a N^(−1/β).

The time to a failed fraction p is t_p = η[−ln(1 − p)]^(1/β), and the mean life is ηΓ(1 + 1/β). On a plot of W = ln H against ln t, a larger area raises the line by the logarithm of the area ratio.

2.2 From a comb structure to a chip

The following values are round model parameters and do not represent a particular material. Both structures have a line height of 0.10 µm and are held at the same field and temperature. The comb has a facing line length of 1.0×10⁴ µm, and the chip has 1.0×10⁸ µm. Their facing areas are

A_test = (1.0×10⁴ µm)(0.10 µm) = 1.0×10³ µm²,
A_chip = (1.0×10⁸ µm)(0.10 µm) = 1.0×10⁷ µm².

The area ratio is R = A_chip/A_test = 10⁴. With β = 1.60, the exponent is −1/β = −0.625, and the life factor is

The area law, equation (1), has been derived for independent, identical Weibull segments, and the areas and exponent for the comb-to-chip example have been set. The life factor R^(−1/β) and the chip life remain to be calculated, followed by the sensitivity to β and the cases in which an assumption is dropped.
